# Why resonance linewidth is not a direct measure of Gilbert damping

**Q:** I sweep the field at fixed microwave frequency, read the full width \(\Delta B\) of the ferromagnetic resonance at half maximum, and get the Gilbert damping \(\alpha\) from it. If points at several frequencies lie on a line, I take the slope. The magnetization loses energy through damping, so what else could the width measure?

**A:** Let us first see what damping alone gives. I write all fields as inductions. \(B\) is the applied field, parallel to the magnetization, and \(w=\omega/\gamma\). The unit magnetization \(\mathbf m\) obeys

\[
\dot{\mathbf m}=-\gamma\,\mathbf m\times\mathbf B_{\rm eff}+\alpha\,\mathbf m\times\dot{\mathbf m}.
\]

For a film magnetized in its plane, let \(m_1\) be the small component normal to the film and \(m_2\) the transverse one in the plane. The effective field along component 1 is \(h_1-M_{\rm eff}m_1\), with \(h\) the microwave field and \(M_{\rm eff}>0\) the demagnetizing induction less any perpendicular anisotropy field. To first order,

\[
\dot m_1=-\gamma(Bm_2-h_2)-\alpha\dot m_2,\qquad
\dot m_2=\gamma[(B+M_{\rm eff})m_1-h_1]+\alpha\dot m_1 .
\]

With time dependence \(e^{-i\omega t}\), dividing by \(\gamma\) and collecting terms gives

\[
(B-i\alpha w+K)\binom{m_1}{m_2}=\binom{h_1}{h_2},\qquad
K=\begin{pmatrix}M_{\rm eff}&iw\\-iw&0\end{pmatrix}.
\]

\(K\) is Hermitian. At fixed frequency the resonance field \(B_0\) is minus one of its eigenvalues, and damping enters as an imaginary field. Near resonance the response is proportional to \(1/(B-B_0-i\alpha w)\), whose imaginary part is a Lorentzian of half width \(\alpha w\). Hence

\[
\Delta B_{\rm Gilbert}=2\alpha w .
\]

For perpendicular magnetization the static field is \(B-M_{\rm eff}\) and both diagonal entries of \(K\) are \(-M_{\rm eff}\). The width is again \(2\alpha w\).

**Q:** That is my formula. Where does it go wrong?

**A:** It assumes one resonance field for the whole film and no other modes to receive energy. Take the first assumption. The resonance conditions \(\det(B+K)=0\) are

\[
B(B+M_{\rm eff})=w^2\ \text{(in plane)},\qquad B=M_{\rm eff}+w\ \text{(perpendicular)}.
\]

Suppose \(M_{\rm eff}\) varies over distances so long that each region resonates independently.

**Q:** Then I see a superposition of lines, so a constant is added to the width. The slope is still safe.

**A:** Differentiate before deciding. In the perpendicular case \(dB=dM_{\rm eff}\), whatever the frequency. In plane, \((2B+M_{\rm eff})\,dB+B\,dM_{\rm eff}=0\). If the spread is Lorentzian with full width \(\delta M\), its convolution with the Lorentzian line adds the widths, because the Fourier transforms are decaying exponentials and their exponents add. The extra widths are

\[
\delta M\ \text{(perpendicular)},\qquad \delta M\,\frac{B}{2B+M_{\rm eff}}\ \text{(in plane)}.
\]

The second grows with frequency from 0 towards \(\delta M/2\), so it affects the slope. A Gaussian spread would not add linearly.

A Lorentzian spread of the g-factor, with full width \(\delta g\), affects even the perpendicular slope. At fixed frequency \(w\propto1/g\), so \(B=M_{\rm eff}+w\) spreads by \(w\,\delta g/g\), and

\[
2\alpha w+w\frac{\delta g}{g}=2w\left(\alpha+\frac{\delta g}{2g}\right).
\]

Such a spread of 0.4 % imitates a damping of 0.002.

**Q:** And the second assumption? The microwave field is uniform, so it drives only the uniform mode.

**A:** Defects break translational symmetry and couple that mode to spin waves of finite wavevector \(\mathbf k\). Energy can flow into those that resonate at the same field and frequency. This is two-magnon scattering, and we need the dispersion to see when it is possible.

Let the film have thickness \(d\) and saturation induction \(M_s\), with a wave \(e^{ikx}\) uniform through the thickness. A normal component \(m_z\) puts surface charges \(\pm M_sm_z\) on the faces. A charge sheet \(\sigma e^{ikx}\) has the potential \(\sigma e^{ikx}e^{-k|z|}/(2k)\), so the potential difference between the faces is \(M_sm_z(1-e^{-kd})/k\), and the average field is

\[
-fM_sm_z,\qquad f=\frac{1-e^{-kd}}{kd}.
\]

A component \(m_k\) along \(\mathbf k\) makes volume charge. The potential obeys \(\phi''-k^2\phi=ikM_sm_k\) inside the film and decays outside. Matching \(\phi\) and \(\phi'\) at the faces gives

\[
\phi=-\frac{iM_sm_k}{k}\left(1-e^{-kd/2}\cosh kz\right).
\]

The field \(-ik\phi\) averages to \(-(1-f)M_sm_k\). I call \(p=1-f\simeq kd/2\) for \(kd\ll1\). The cross fields between the two components are odd in \(z\) and average to zero.

**Q:** So a finite wavelength weakens the normal demagnetizing field and creates one along \(\mathbf k\).

**A:** Yes, and exchange adds a stiffness field \(Dk^2\). Let \(\mathbf m\) make an angle \(\theta\) with the normal, and \(\mathbf k\) an angle \(\varphi\) with the in-plane projection of \(\mathbf m\). Component 1 now lies in the plane of \(\mathbf m\) and the normal. Its projections are \(-\sin\theta\) on the normal and \(\cos\theta\cos\varphi\) on \(\mathbf k\); component 2 has projection \(\sin\varphi\) on \(\mathbf k\). With \(b\) the static effective field along \(\mathbf m\), the stiffnesses are

\[
A_1=b+M_{\rm eff}\sin^2\theta+Dk^2+M_sp(\cos^2\theta\cos^2\varphi-\sin^2\theta),
\]
\[
A_2=b+Dk^2+M_sp\sin^2\varphi .
\]

The off-diagonal stiffness is proportional to \(p\), so its square is of second order. From \(w_k^2\simeq A_1A_2\), to first order in \(p\) and \(Dk^2\),

\[
w_k^2-w_0^2=M_sp\left[b\cos2\theta+(b+M_{\rm eff})\sin^2\theta\sin^2\varphi\right]+Dk^2(2b+M_{\rm eff}\sin^2\theta).
\]

A degenerate magnon needs this to vanish at some \(k>0\). For \(\theta\le45^\circ\) no term is negative and the exchange term is positive. For \(\theta>45^\circ\) the bracket is negative at \(\varphi=0\); since \(p\propto k\), it wins at small \(k\) and exchange wins later, so there is a crossing. For the 10 nm film of the example below, a scan of the dispersion in steps of 0.5°, at 10 and 40 GHz, finds no degenerate magnons up to 45.0° and finds them at 45.5°. The limit of 45° belongs to the first-order expansion: in a thicker film with small \(M_{\rm eff}\) and at low frequency, terms of order \(p^2\) can lower it. The angle is that of the magnetization, not of the applied field.

**Q:** So for perpendicular magnetization the channel is closed. Does that depend on small \(kd\)?

**A:** Not within this uniform-profile model. At \(\theta=0\), take component 1 along \(\mathbf k\), which removes the off-diagonal term:

\[
w_k^2=(b+Dk^2+M_sp)(b+Dk^2)>b^2=w_0^2\quad\text{for every }k>0.
\]

**Q:** How much width does the open channel add in plane, and why is it not another straight line?

**A:** Use the resonance field \(B_k\) of each magnon at the given frequency. At \(\theta=90^\circ\), \(b=B\). Setting \(A_1A_2=w^2\) and expanding about the uniform resonance \(B_0\) gives

\[
B_k=B_0+s(\varphi)k-Dk^2,\qquad
s=\frac{M_sd}{2}\,\frac{B_0-(B_0+M_{\rm eff})\sin^2\varphi}{2B_0+M_{\rm eff}} .
\]

Degeneracy, \(B_k=B_0\), needs \(s>0\), that is \(|\sin\varphi|<\sin\varphi_c\) with \(\sin^2\varphi_c=B_0/(B_0+M_{\rm eff})\).

For the disorder, take a weak random field \(h(\mathbf r)\) along \(\mathbf m\), of zero mean and \(\langle h(\mathbf r)h(\mathbf r')\rangle=W\delta(\mathbf r-\mathbf r')\). It simply adds to \(B\). At small \(kd\) the polarization of the magnon is nearly that of the uniform mode, so the amplitudes obey

\[
(B-B_k-i\alpha w)a_k+h_ka_0=0,\qquad
(B-B_0-i\alpha w)a_0+\sum_k h_k^*a_k=\text{drive}.
\]

Eliminating \(a_k\) subtracts \(\sum_k|h_k|^2/(B-B_k-i\alpha w)\) from the factor of \(a_0\). For small damping the imaginary part of each fraction tends to \(\pi|h_k|^2\delta(B-B_k)\), which adds to the half width. Doubling it, and using \(\langle|h_k|^2\rangle=W/\text{area}\), we find at \(B=B_0\)

\[
\Delta B_{2m}=2\pi W\int\frac{d^2k}{(2\pi)^2}\,\delta(sk-Dk^2)
=\frac{W}{2\pi}\int d\varphi\int k\,dk\,\delta(sk-Dk^2).
\]

The root \(k=0\) has no weight. At \(k_0=s/D\) the slope of the argument has magnitude \(s\), so the radial integral is \(k_0/s=1/D\) for every allowed direction. These directions fill two sectors, \(4\varphi_c\) in all:

\[
\Delta B_{2m}=\Gamma\varphi_c,\qquad \Gamma=\frac{2W}{\pi D},\qquad
\varphi_c=\arcsin\sqrt{\frac{B_0}{B_0+M_{\rm eff}}} .
\]

The curvature comes from the opening of the sectors. At high frequency \(\varphi_c\to\pi/2\) and the formula saturates. For \(w\ll M_{\rm eff}\), \(B_0\simeq w^2/M_{\rm eff}\) and \(\varphi_c\simeq w/M_{\rm eff}\), so the formula is linear in \(w\) and looks like an extra damping \(\Gamma/(2M_{\rm eff})\).

**Q:** Is the arcsine then a fingerprint of two-magnon scattering?

**A:** Only for this kind of disorder. A random perpendicular anisotropy acts on component 1 alone. The second row of \((B_0+K)\mathbf m=0\) gives \(|m_2/m_1|^2=w^2/B_0^2=(B_0+M_{\rm eff})/B_0\), so component 1 has weight \(B_0/(2B_0+M_{\rm eff})\). This weight multiplies the matrix element, and its square multiplies the width.

Both frequency limits of the formula also need care. The delta function requires \(\alpha w\) to be small against the height \(s^2/(4D)\) by which \(B_k\) rises above \(B_0\). At low frequency that height falls as \(w^4\), so the condition eventually fails. At very high frequency it fails again, because the height levels off while \(\alpha w\) keeps growing.

**Q:** Show me numbers. Would I notice any of this in a plot?

**A:** Take a model film with \(M_s=1.0\) T, \(M_{\rm eff}=0.8\) T, \(D=30\) T nm², \(d=10\) nm, \(g=2\), \(\alpha=0.0020\) and \(\delta M=2.0\) mT. Let the random field be 40 mT rms on 10 nm cells, so \(W=(40\times10)^2=160000\) mT² nm² and

\[
\Gamma=\frac{2\times160000}{\pi\times30000}\ \text{mT}=3.40\ \text{mT}.
\]

At 10 GHz, \(w=357.2\) mT and \(B_0=136.3\) mT in plane, so \(\varphi_c=22.43^\circ=0.391\) rad and \(\Gamma\varphi_c=1.33\) mT. At 40 GHz, \(\varphi_c=49.33^\circ\) and the law gives 2.92 mT: four times the frequency, but 2.2 times the width. The sums, in mT, are:

- In plane (Gilbert + spread + scattering): \(1.43+0.25+1.33=3.01\) at 10 GHz and \(5.72+0.73+2.92=9.37\) at 40 GHz.
- Perpendicular: \(1.43+2.00+0.03=3.46\) at 10 GHz and \(5.72+2.00+0.08=7.80\) at 40 GHz.

A straight line through the in-plane widths at 10, 20, 30 and 40 GHz gives \(\alpha=0.0030\), about 48 % above the true value. The largest misfit is 0.20 mT, which modest scatter in the data would hide. The perpendicular line gives \(\alpha=0.00203\) and an intercept of 2.01 mT.

**Q:** At 10 GHz the perpendicular line is the wider one, although its scattering is off.

**A:** It feels the whole spread of \(M_{\rm eff}\), while the in-plane line feels 13 % of it. Dividing that single width by \(2w\) would give \(\alpha=0.0048\). The frequency series is what separates the offset.

**Q:** And why 0.03 mT of scattering rather than zero?

**A:** At finite damping the delta function is a Lorentzian, whose tail reaches magnons that are not quite degenerate. For small \(k\) the perpendicular distance is \(B_0-B_k\simeq ck\), with \(c=M_sd/4\), and \(\int k\,dk\,\alpha w/[(ck)^2+(\alpha w)^2]\) vanishes as \(\alpha w\) times a logarithm when \(\alpha\to0\). The residue, taken at \(B_0\) as in the sums above, rises from 0.030 to 0.085 mT over the band, which adds about \(0.055/(2\times1071.8)=0.00003\) to the fitted damping. This overstates the effect at half maximum. The part of the eliminated sum that is proportional to \(B-B_0-i\alpha w\) rescales the real and imaginary parts of the inverse response alike, so it lowers the line without widening it. Read at half maximum, the perpendicular lines gain only about 0.03 mT or less, and the fit gives \(\alpha=0.00201\).

**Q:** How far do you trust the in-plane law for a real thickness?

**A:** At 10 GHz, \(s(0)=5000\times0.127=635\) mT nm, so \(k_0d=0.21\), and \(s^2/(4D)=3.4\) mT exceeds \(\alpha w=0.7\) mT. At 40 GHz, \(k_0d=0.61\) from the linearised \(p\) (0.54 from the full dispersion), which is no longer very small. Integrating over the full dispersion with the actual damping gives 1.31 and 2.73 mT, respectively 1 % and 6 % below the law. With the integral in place of the law, the straight-line fit gives \(\alpha=0.0029\) instead of 0.0030. That integral still treats the disorder as uncorrelated, although \(k_0\) times the cell size equals \(k_0d\) here and is just as large at 40 GHz.

The second-order treatment of disorder was tested on explicit random films at 20 GHz, with \(\alpha=0.01\) and a field of 13 mT rms on 30 nm cells. The extra in-plane width, taken as twice the disorder's part of the imaginary inverse response at \(B_0\), was 1.79 mT, with a sampling error of about 0.05 mT, against 1.77 mT from the second-order integral. Read at half maximum of the whole line it is about 2.0 mT, because the disorder also shifts the resonance, by an amount that varies with field across the line. The perpendicular films gave 0.15 mT at \(B_0\), but only about 0.04 mT at half maximum. The numerical output lists the intermediate values.

**Q:** Then I should measure a frequency series with the magnetization perpendicular, and take the slope.

**A:** Yes, with the field strong enough to hold the magnetization along the normal. In the model film, between 10 and 40 GHz, the perpendicular orientation removes about 97 % of the two-magnon width. A Lorentzian spread of \(M_{\rm eff}\) still widens each line, but by a constant, which drops out of the slope. With a Lorentzian spread of g the slope is \(2\alpha+\delta g/g\), plus the small residue. It gives \(\alpha\) only if the spread of g is negligible. Even then this \(\alpha\) is the total damping: losses outside the model that also grow linearly with frequency, such as eddy currents, radiation into the waveguide and spin pumping into adjacent metal layers, enter the slope and must be estimated separately. A Gaussian spread of \(M_{\rm eff}\) adds less to a broad line than to a narrow one, so it lowers the slope: with a full width of 2.0 mT in the model film, the fit from 10 to 40 GHz would give \(\alpha=0.0016\) instead of 0.0020. Check the line shape, and go to frequencies where \(2\alpha w\) is well above the spread. At oblique fields the magnetization turns during the sweep, and the width formulas here do not apply.

## Numbers as computed

```
Ms = 1.0 T, Meff = 0.8 T, g = 2.0
D = 30 T nm^2, thickness = 10 nm
true alpha = 0.0020
spread of Meff (FWHM) = 2.0 mT
random field = 40 mT rms, cell = 10 nm
W = 160000 mT^2 nm^2
Gamma = 3.395 mT
gamma/2pi = 27.992 GHz/T
frequency (GHz): 10  20  30  40
w = omega/gamma (mT): 357.2  714.5  1071.7  1429.0
resonance field, in plane (mT): 136.3  418.8  743.9  1083.9
resonance field, perpendicular (mT): 1157.2  1514.5  1871.7  2229.0
critical angle phi_c (deg): 22.43  35.89  43.96  49.33
B/(2B+Meff), in plane: 0.1271  0.2557  0.3252  0.3652
Gilbert width (mT): 1.429  2.858  4.287  5.716
Meff-spread width, in plane (mT): 0.254  0.511  0.650  0.730
two-magnon law, in plane (mT): 1.329  2.127  2.605  2.923
two-magnon integral, in plane (mT): 1.310  2.105  2.501  2.734
two-magnon integral, perp. (mT): 0.030  0.051  0.069  0.085
total width, in plane, law (mT): 3.012  5.496  7.542  9.370
total width, perpendicular (mT): 3.459  4.909  6.356  7.801
line fit in plane, law: alpha = 0.00296
  intercept = 1.075 mT, max misfit = 0.197 mT
line fit in plane, integral: alpha = 0.00287
  intercept = 1.140 mT, max misfit = 0.229 mT
line fit perpendicular: alpha = 0.00203
  intercept = 2.013 mT, max misfit = 0.001 mT
width/(2w), in plane, law: 0.00422  0.00385  0.00352  0.00328
width/(2w), perpendicular: 0.00484  0.00344  0.00297  0.00273
low-frequency false damping Gamma/(2Meff) = 0.00212
g spread (FWHM) of 0.4 % adds false alpha = 0.00200
largest M angle without degenerate magnons = 45.0 deg
next scanned angle, with them = 45.5 deg
thin-limit integral/law at 10, 20, 40 GHz: 0.9940  0.9973  0.9942
thin-limit perp. integral/in-plane law, 20 GHz = 0.00403
random-film test: 20 GHz, alpha = 0.01, 13 mT, 30 nm cells
  extra width in plane = 1.787 mT
  second-order integral = 1.771 mT
  extra width perpendicular = 0.149 mT
```
